\section*{Constructing the CABS by singular value decomposition, with both thresholds analysed}

\section{A function that disappears}

Take two $s$ Gaussians with exponents $1.0$ and $1.02\,a_0^{-2}$ as an orbital basis, and add one $s$ Gaussian with exponent $0.3\,a_0^{-2}$ and one $p$ Gaussian as auxiliary functions, all normalised and on one centre. The four functions are linearly independent, so two independent directions lie outside the orbital space. If eigenvalues of the four-function overlap matrix below $10^{-3}$ are discarded, the construction described here finds one of these directions. With $10^{-6}$ it finds both. The coarser threshold removed a single direction, which lies partly in the orbital space and partly in the complement, and one function of the complement went missing with it.

The complementary auxiliary basis set (CABS) is an orthonormal basis for the part of the union of orbital and auxiliary functions that is orthogonal to the orbitals. Explicitly correlated methods use it to factorise many-electron integrals through the approximate resolution of the identity
\begin{equation}
1\approx P_o+P_c ,
\label{ri}
\end{equation}
where $P_o$ projects on the orbital space and $P_c$ on the CABS. Two thresholds enter: $\tau_1$ for small overlap eigenvalues and $\tau_2$ for small singular values. They do different work, and the second cannot in general repair a poor choice of the first.

\section{Scheme}

The $n$ orbital basis functions and $m$ auxiliary functions are real, normalised and linearly independent. Their union $\{\chi_\mu\}$ has $N=n+m$ members and overlap matrix
\begin{equation}
S=\begin{pmatrix}S_{oo}&S_{oa}\\S_{ao}&S_{aa}\end{pmatrix}.
\end{equation}
Normalisation matters, because rescaling the functions changes the eigenvalues of $S$ and hence the meaning of $\tau_1$. The columns of the $N\times n$ matrix $C_o$ are orthonormal orbitals spanning the whole orbital basis, occupied and virtual, with zeros in the auxiliary rows. Thus $C_o^TSC_o=1$.

\begin{verbatim}
input: S, C_o, tau1, tau2
s_o = smallest eigenvalue of S_oo
if tau1 >= s_o: warn, sigma_min is not protected
s, U = eigh(S)
keep = (s > tau1)
X = U[:,keep] / sqrt(s[keep])         # N by r
M = C_o^T S X                         # n by r
W, sigma, V^T = svd(M, full V)
k = number of sigma > tau2            # rank of M
C_cabs = X V[:,k:]                    # N by (r-k)
report r, k, smallest sigma
\end{verbatim}

The full $r\times r$ matrix $V$ is needed. A thin decomposition of a wide matrix returns $n$ right singular vectors and omits the $r-n$ vectors that have no explicit singular value, which normally form the CABS.

Diagonalising $S$ costs $O(N^3)$ operations, forming $M$ costs $O(nN^2)$, and the product $XV$ costs $O(N^3)$ at most, as does a dense decomposition with full $V$. Storage is $O(N^2)$.

\section{First threshold: what truncation removes}

Write $S=UsU^T$, and let the subscripts $k$ and $d$ denote kept and discarded eigenvectors. With $X=U_ks_k^{-1/2}$,
\begin{equation}
X^TSX=s_k^{-1/2}U_k^T\,UsU^T\,U_ks_k^{-1/2}
=s_k^{-1/2}s_ks_k^{-1/2}=1 ,
\end{equation}
so the columns of $X$ are an orthonormal basis of an $r$-dimensional space $V_r$, with projector $P_r$.

Consider $g=\sum_\mu c_\mu\chi_\mu$. Its squared norm is $c^TSc=\sum_i s_i(u_i^Tc)^2$. Its components in $V_r$ are $X^TSc=s_k^{1/2}U_k^Tc$, with squared length $\sum_{i\in k}s_i(u_i^Tc)^2$. The difference is the loss:
\begin{equation}
\|(1-P_r)g\|^2=\sum_{i\in d}s_i(u_i^Tc)^2\le\tau_1|c|^2 .
\label{loss}
\end{equation}
The inequality uses $s_i\le\tau_1$ for discarded eigenvectors and $\sum_{i\in d}(u_i^Tc)^2\le|c|^2$. A single normalised basis function has $|c|=1$ and loses little. A normalised function built from large, cancelling coefficients can lose much more, and a nearly dependent orbital basis contains such functions.

\section{Singular values as cosines}

Let $M=C_o^TSX=W\Sigma V^T$. The left singular vectors define orbital combinations $\phi_i$ with coefficients $C_ow_i$. The right ones define functions $\omega_i$ in $V_r$ with coefficients $Xv_i$. Both sets are orthonormal, and
\begin{equation}
\langle\phi_i|\omega_j\rangle=w_i^TC_o^TSXv_j=w_i^TMv_j=\sigma_i\delta_{ij}.
\label{biorth}
\end{equation}
Each $\sigma_i$ is therefore the cosine of an angle between the two spaces. A vector with $Mv=0$ gives a function in $V_r$ orthogonal to every orbital. Conversely, every such function has $Mv=0$. The exact null space of $M$ is thus the intersection of $V_r$ with the orthogonal complement of the orbital space.

To see how far truncation can push $\sigma_i$ below one, form
\begin{equation}
MM^T=C_o^TSXX^TSC_o .
\end{equation}
Since $SX=U_ks_k^{1/2}$, the middle factor is $SXX^TS=U_ks_kU_k^T=S-U_ds_dU_d^T$. Using $C_o^TSC_o=1$,
\begin{equation}
MM^T=1-D,\qquad D=C_o^TU_ds_dU_d^TC_o .
\label{defect}
\end{equation}
The eigenvalues of $D$ are $1-\sigma_i^2$, with $\sigma_i=0$ for any left vector in excess of $r$.

For a unit vector $a$, put $c=C_oa$. Equation (\ref{loss}) gives $a^TDa\le\tau_1|c|^2$. Because $c$ has entries in the orbital rows alone, normalisation gives
\begin{equation}
1=c^TSc=c_o^TS_{oo}c_o\ge s_o|c|^2 ,
\end{equation}
where $s_o$ is the smallest eigenvalue of $S_{oo}$. Hence $|c|^2\le1/s_o$ and
\begin{equation}
1-\sigma_i^2\le\frac{\tau_1}{s_o}.
\label{bound}
\end{equation}

If $\tau_1<s_o$, all $n$ singular values are positive, the rank of $M$ is $n$, and the CABS has $r-n$ members. Any $\tau_2$ above the rounding level and below $\sqrt{1-\tau_1/s_o}$ gives this result. If $\tau_1\ge s_o$, the bound says nothing useful: a small $\sigma_i$ may or may not occur.

\section{Quality of the resulting identity}

Let $\tau_1<s_o$. The functions $\omega_1,\ldots,\omega_n$ and the CABS together form an orthonormal basis of $V_r$, so $P_r=P_\omega+P_c$, and
\begin{equation}
P_o+P_c-P_r=P_o-P_\omega
=\sum_{i=1}^n\bigl(|\phi_i\rangle\langle\phi_i|-|\omega_i\rangle\langle\omega_i|\bigr).
\label{diff}
\end{equation}
By (\ref{biorth}), terms with different $i$ act in mutually orthogonal subspaces. In one of them choose axes such that $\phi_i=(1,0)$ and $\omega_i=(\sigma_i,t_i)$, where $t_i=\sqrt{1-\sigma_i^2}$. The term becomes
\begin{equation}
\begin{pmatrix}1-\sigma_i^2&-\sigma_it_i\\-\sigma_it_i&-t_i^2\end{pmatrix}
=\begin{pmatrix}t_i^2&-\sigma_it_i\\-\sigma_it_i&-t_i^2\end{pmatrix}.
\end{equation}
Its trace is zero and its determinant is $-t_i^4-\sigma_i^2t_i^2=-t_i^2$, so its eigenvalues are $\pm t_i$. Therefore
\begin{equation}
\|P_o+P_c-P_r\|=\sqrt{1-\sigma_{\min}^2}\le\sqrt{\tau_1/s_o}.
\end{equation}

For one normalised union function, write $(1-P_o-P_c)\chi=(1-P_r)\chi-(P_o-P_\omega)\chi$. The triangle inequality and (\ref{loss}) with $|c|=1$ give
\begin{equation}
\|(1-P_o-P_c)\chi\|\le\sqrt{\tau_1}\left(1+\frac{1}{\sqrt{s_o}}\right).
\label{residual}
\end{equation}
The orbitals themselves are represented without truncation error, because $P_o$ is built from the original $C_o$. This is an advantage over $V_r$ for the orbitals, but auxiliary functions can be represented less well. In the P$_2$ example below, at $\tau_1=10^{-4}$, the largest residual norm of an auxiliary function is $0.014$ with $P_o+P_c$ and $0.004$ with $P_r$.

\section{Second threshold: accepting or rejecting a vector}

Suppose that some $\sigma_i$ lies strictly between zero and one. From (\ref{biorth}), $P_o\omega_i=\sigma_i\phi_i$. The part outside the orbital space has squared norm
\begin{equation}
\|\omega_i-\sigma_i\phi_i\|^2=1-2\sigma_i^2+\sigma_i^2=1-\sigma_i^2 .
\label{outside}
\end{equation}
Rejecting $\omega_i$ loses this part. Accepting it gives the CABS an overlap $\sigma_i$ with an orbital, and $P_o+P_c$ is then no longer a projector. In the plane of $\phi_i$ and $\omega_i$ it has the eigenvalues of the overlap matrix
\begin{equation}
\begin{pmatrix}1&\sigma_i\\\sigma_i&1\end{pmatrix},
\end{equation}
namely $1\pm\sigma_i$. One direction is counted too strongly and the other too weakly. The threshold $\tau_2$ is thus an upper limit on the orbital overlap admitted into the CABS. It should identify numerical zeros, not select functions by usefulness.

\subsection{An intermediate singular value}

In the opening example the overlap of the two orbital Gaussians is $S_{12}$, and $S_{oo}$ has eigenvalues $1\pm S_{12}$. The smaller is $s_o=7.35\times10^{-5}$. With $\tau_1=10^{-3}$ the ratio $\tau_1/s_o$ is about $13.6$, so (\ref{bound}) offers no protection.

Three directions survive. The $p$ function is orthogonal to all the $s$ functions and has overlap eigenvalue one, so it is kept, and the $s$ part of $V_r$ is two-dimensional. It and the two-dimensional orbital space lie in a three-dimensional $s$ space, so they share at least $2+2-3=1$ direction. This explains one singular value equal to one. The other is $0.802$. Within the $s$ space the discarded function is the normal to the $s$ part of $V_r$, and the complement function is the normal to the orbital plane. The angle between two planes equals the angle between their normals, so these two functions have an overlap of magnitude $0.802$. A fraction $0.802^2=0.64$ of the squared norm of the discarded function therefore lies in the complement, and $0.36$ in the orbital space. Neither is zero, so no $s$ function in $V_r$ is orthogonal to both orbitals, and the $p$ function alone remains in the CABS.

With $\tau_2=10^{-6}$ the second $s$ vector is rejected, and an outside part of norm $\sqrt{1-0.802^2}=0.597$ goes with it. With $\tau_2=0.9$ it is accepted, the CABS has two members, and one has an orbital overlap of $0.802$. The eigenvalues of $P_o+P_c$ in the affected plane are then $1.802$ and $0.198$ instead of one. Neither choice is acceptable. Lowering $\tau_1$ to $10^{-6}$, below $s_o$, gives two CABS functions orthogonal to the orbitals.

If $\tau_1$ cannot be lowered, one can replace $\omega_i$ by $(\omega_i-\sigma_i\phi_i)/\sqrt{1-\sigma_i^2}$. By (\ref{biorth}) this function is orthogonal to the orbitals and to the other CABS members. The division amplifies errors when $\sigma_i$ is close to one, so this is a repair for clearly intermediate values.

\subsection{A true zero among the explicit values}

Now remove the auxiliary $s$ function and keep $\tau_1=10^{-3}$. The discarded eigenvector is the difference of the two orbital Gaussians, with eigenvalue $1-S_{12}=s_o$. The space $V_r$ contains their normalised sum and the $p$ function, so $r=2$. The sum gives $\sigma=1$. The $p$ function is orthogonal to both orbitals and gives $\sigma=0$. The rank of $M$ is one, and the correct CABS size is
\begin{equation}
r-\operatorname{rank}M=2-1=1 .
\end{equation}
The rule $r-n$ gives zero and would throw away the $p$ function. This is why the pseudocode counts singular values instead of skipping the first $n$ vectors.

\section{Numerical stability}

A small $\tau_1$ reduces truncation but amplifies errors in the integrals. Let the available overlap be $\tilde S=S+E$, and build $\tilde X$ from it. Then $\tilde X^T\tilde S\tilde X=1$, and
\begin{equation}
\tilde X^TS\tilde X-1=-\tilde X^TE\tilde X .
\end{equation}
The squared norm of $\tilde X$ is the inverse of the smallest kept eigenvalue of $\tilde S$, which exceeds $\tau_1$. Hence
\begin{equation}
\|\tilde X^TS\tilde X-1\|\le\frac{\|E\|}{\tau_1}.
\label{noise}
\end{equation}

If $M$ has exact zeros among its explicit singular values, as in the example with only a $p$ auxiliary function, $\tau_2$ must lie above their rounding error. If $\tau_1<s_o$ there are no such zeros, and this lower limit is only a precaution. The norms of $C_o$ and $X$ are at most $1/\sqrt{s_o}$ and $1/\sqrt{\tau_1}$. With machine precision $\epsilon$ and largest overlap eigenvalue $s_{\max}$, the error in a singular value is therefore estimated as
\begin{equation}
\delta\sigma\sim\frac{\epsilon s_{\max}}{\sqrt{s_o\tau_1}},
\end{equation}
apart from a factor that depends on the matrix dimensions. This is an estimate built from norms, not a strict bound, and the actual error can be much smaller.

\section{Comparison with projection first}

A second construction removes the orbital part from each auxiliary function before orthogonalising. The coefficients of the projected functions are $-S_{oo}^{-1}S_{oa}$ in the orbital rows and the unit matrix in the auxiliary rows. Their overlap is
\begin{equation}
K=S_{aa}-S_{ao}S_{oo}^{-1}S_{oa}.
\end{equation}
Without truncation both routes give the complete orthogonal complement of the orbitals in the union, hence the same span.

At equal $\tau_1$ they need not keep the same number of functions. Solve $S(x_o,x_a)^T=(0,b)^T$. The upper row gives $x_o=-S_{oo}^{-1}S_{oa}x_a$, and the lower row then gives $Kx_a=b$. So $K^{-1}$ is the auxiliary block of $S^{-1}$. With eigenvalues in ascending order, Cauchy interlacing for a principal block with $n$ rows and columns removed gives
\begin{equation}
\lambda_j(K^{-1})\le\lambda_{j+n}(S^{-1}).
\end{equation}
Exactly $r$ eigenvalues of $S^{-1}$ are below $1/\tau_1$. For $r>n$, setting $j=r-n$ shows that at least $r-n$ eigenvalues of $K$ exceed $\tau_1$. Projection first therefore keeps at least $r-n$ functions. A threshold value carried over from one route to the other need not define the same CABS.

\section{Phosphorus dimer}

The example is P$_2$ at a chosen separation of $1.9$~\AA, with restricted Hartree--Fock orbitals in the cc-pVDZ basis. These orbitals contain no electron correlation. Each atom carries $11$ $s$, $11$ $p$, $8$ $d$ and $4$ $f$ auxiliary shells, with exponents starting at $0.1\,a_0^{-2}$ and growing by a factor $2.2$. This gives $2(11+33+40+28)=224$ auxiliary functions, which with $n=36$ make $N=260$. The overlap eigenvalues run from $6.6\times10^{-8}$ to $8.6$, and $s_o=1.16\times10^{-2}$.

A one-electron analogue of the resolution of the identity tests the basis. With $x$ perpendicular to the bond and $i$ running over the doubly occupied orbitals,
\begin{equation}
2\sum_i\langle i|x^2|i\rangle\approx
2\sum_i\sum_p|\langle p|x|i\rangle|^2 ,
\end{equation}
where $p$ runs over the orbitals and the CABS. The left side minus the right is $2\sum_i\|(1-P_o-P_c)x\,i\|^2\ge0$. Lowering $\tau_1$ enlarges $V_r$ and its intersection with the orbital complement, so in exact arithmetic this error cannot grow. It is not an F12 energy error.

The left side is $19.494\,a_0^2$. The orbital basis alone misses $3.396\,a_0^2$, or $17\%$ of it. With the CABS and $\tau_2=10^{-6}$ the results are:

\begin{center}
\begin{tabular}{ccccc}
$\tau_1$ & $r$ & CABS size & $1-\sigma_{\min}^2$ & error ($a_0^2$)\\
\hline
$10^{-2}$ & 199 & 163 & $2.2\times10^{-2}$ & 0.0436\\
$10^{-4}$ & 239 & 203 & $8.2\times10^{-4}$ & 0.0050\\
$10^{-6}$ & 259 & 223 & $1.1\times10^{-6}$ & 0.0030\\
$10^{-8}$ & 260 & 224 & 0 & 0.0030
\end{tabular}
\end{center}

The last row has no truncation, so its error of $0.0030\,a_0^2$, or $0.016\%$ of the left side, is due to the incompleteness of the union basis. Lowering $\tau_1$ further cannot reduce it. At $\tau_1=10^{-4}$ truncation adds $0.0050-0.0030=0.0020\,a_0^2$.

The bounds are safe but not tight. At $\tau_1=10^{-4}$, (\ref{bound}) allows $10^{-4}/(1.16\times10^{-2})=8.6\times10^{-3}$, about ten times the value found. Equation (\ref{residual}) allows a residual norm of $0.01\,(1+9.27)=0.103$ for a normalised union function, and the largest found is $0.014$. The value $\tau_1=10^{-2}$ is only just below $s_o$. There the guaranteed $\sigma_{\min}$ is $\sqrt{1-0.86}=0.37$, while the actual one is $0.989$.

Projection first keeps $165$, $209$, $223$ and $224$ functions at the four thresholds, in agreement with the interlacing result. Without truncation, the cosines between the spans from the two routes differ from one by at most $4\times10^{-9}$.

To examine (\ref{noise}), a random symmetric error of norm $10^{-10}$ was added to $S$. The orthonormality error rises from $2.0\times10^{-9}$ at $\tau_1=10^{-2}$ to $7.0\times10^{-6}$ at $10^{-6}$ and $8.5\times10^{-5}$ at $10^{-8}$. For this particular random matrix the last step makes the orthonormality error about twelve times larger (the factor depends strongly on the draw, and other random matrices of the same norm can give a considerably smaller or larger value), while the closure error in the table, computed without noise, does not improve to the digits shown. With an overlap error of this size, going from $10^{-6}$ to $10^{-8}$ therefore costs orthonormality and brings no visible gain in this test. For more accurate overlaps the bound (\ref{noise}) is smaller in proportion, and this reason to avoid $10^{-8}$ weakens.

For $\tau_2$, the rounding estimate at $\tau_1=10^{-6}$ is about $2\times10^{-11}$, and (\ref{bound}) puts $\sigma_{\min}$ above $0.9999$. The value $\tau_2=10^{-6}$ lies well inside this window, and its precise choice does not matter. The numerical check asserts (\ref{bound}), (\ref{residual}), (\ref{noise}) with a margin of one per cent, the interlacing count, and the two cases of the Gaussian model. The rounding estimate is not tested.

\section{Choosing the thresholds in practice}

Compute $s_o$ first and choose $\tau_1$ well below it, but large enough that the integral error divided by $\tau_1$ is tolerable. If no value meets both conditions, one remedy is to put the orthonormal orbitals themselves into the union in place of the orbital basis functions. The orbital block of $S$ is then the unit matrix, so $s_o=1$ and (\ref{bound}) becomes $1-\sigma_i^2\le\tau_1$. In the opening example the smallest eigenvalue of the new union overlap is $0.075$, so nothing is discarded at $\tau_1=10^{-3}$ and both CABS functions are found. Integral errors still enter through the orbitals, whose coefficients in the original basis are large when that basis is nearly dependent. If these errors are not tolerable, the dependent combinations should be removed before the orbitals are determined, and the union should be built from the reduced orbital set.

Then inspect the singular values. A wide gap between numerical zeros and values near one makes $\tau_2$ harmless. A value inside the gap is a sign that $\tau_1$ has cut into the orbital space, and $\tau_1$ is the threshold to change.

Along a potential curve, an overlap eigenvalue that crosses $\tau_1$ changes $r$ by one, or by its degeneracy when symmetry makes several eigenvalues equal, and quantities computed with the CABS can then jump. The printed value of $r$ shows where this happens. As long as $\tau_1<s_o$ and $\tau_2$ lies in its window, the rank of $M$ stays at $n$ through such a crossing.

\section*{Computed results}
\begin{verbatim}
P2 separation 1.9 angstrom; RHF/cc-pVDZ energy -681.465465 hartree
auxiliary exponents: start 0.1 bohr^-2, ratio 2.2
auxiliary shells per atom s,p,d,f: 11 11 8 4
functions: orbital n = 36, auxiliary m = 224, union N = 260
union overlap eigenvalues: min 6.557e-08, max 8.613
smallest orbital-basis overlap eigenvalue s_o = 1.1628e-02
no truncation: SVD and projection spans, max |cosine-1| = 3.7e-09
smallest eigenvalue of projected auxiliary overlap = 9.336e-08
2 sum <i|x^2|i> = 19.494383 bohr^2
closure error with orbital basis alone = 3.396384 bohr^2
P2 threshold tau2 = 1e-06; overlap noise norm = 1e-10
tau1 | r | CABS size | size by projection first
1e-02 | 199 | 163 | 165
1e-04 | 239 | 203 | 209
1e-06 | 259 | 223 | 223
1e-08 | 260 | 224 | 224
tau1 | sigma_min | 1-sigma_min^2 | bound tau1/s_o
1e-02 | 0.98918568 | 2.151e-02 | 8.600e-01
1e-04 | 0.99958976 | 8.203e-04 | 8.600e-03
1e-06 | 0.99999944 | 1.129e-06 | 8.600e-05
1e-08 | 1.00000000 | 0.000e+00 | 8.600e-07
tau1 | largest function residual norm | its bound
1e-02 | 8.248e-02 | 1.027e+00
1e-04 | 1.351e-02 | 1.027e-01
1e-06 | 4.972e-04 | 1.027e-02
1e-08 | 1.028e-11 | 1.027e-03
tau1 | closure error (bohr^2) | noise orthonormality error | its bound
1e-02 | 0.043615 | 2.00e-09 | 1.00e-08
1e-04 | 0.005039 | 7.76e-08 | 1.00e-06
1e-06 | 0.003033 | 7.02e-06 | 1.00e-04
1e-08 | 0.003033 | 8.49e-05 | 1.00e-02
model s exponents (bohr^-2), two orbital then one auxiliary: 1.0 1.02 0.3
model also has one auxiliary p function; s_o = 7.3523e-05
model tau1 = 1e-03: r = 3, sigma = 1.0 0.80222
  tau2 = 1e-06: CABS size 1, lost outside norm 0.597029
  tau2 = 0.9: CABS size 2, orbital overlap 0.802220
model tau1 = 1e-06, tau2 = 1e-06: CABS size 2
p-only auxiliary, tau1 = 1e-03: r = 2, rank M = 1
  CABS size r-rank = 1, but r-n = 0
\end{verbatim}
